# Space-charge-limited current at saturated velocity and the Mott-Gurney law: a numerical check

```python
# Space-charge-limited current in a plane layer, Gaussian units:
#   saturated velocity : J = kappa*vs*V/(2*pi*L^2)
#   constant mobility  : J = 9*kappa*mu*V^2/(32*pi*L^3)   (Mott-Gurney)
#   two-piece velocity : v = mu*E below Ec = vs/mu, v = vs above Ec
# J current density, V voltage, L length, kappa dielectric constant,
# mu mobility, vs saturated velocity, E field magnitude.
# Closed formulas use Gaussian units; the checks use V, A, cm, s.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, fsolve

VOLT_PER_STATVOLT = const.c * 1e-6
STATAMP_PER_AMP = const.c * 10
charge = const.e
kappa, mobility, vsat = 12.0, 1000.0, 1.0e7
length, v_high, v_low, temperature = 5e-4, 30.0, 2.0, 300.0
eps = kappa * const.epsilon_0 / 100          # F/cm
field_c = vsat / mobility                    # V/cm


def saturated_law(V, L):
    return (kappa * vsat * V / VOLT_PER_STATVOLT
            / (2 * np.pi * L**2) / STATAMP_PER_AMP)


def mott_gurney(V, L):
    mu_gauss = mobility * VOLT_PER_STATVOLT
    return (9 * kappa * mu_gauss * (V / VOLT_PER_STATVOLT)**2
            / (32 * np.pi * L**3) / STATAMP_PER_AMP)


def two_piece(V, L):
    w = V / (field_c * L)
    if w <= 2 / 3:
        return mott_gurney(V, L)
    unit = (kappa * vsat * field_c / VOLT_PER_STATVOLT
            / (4 * np.pi * L) / STATAMP_PER_AMP)
    return unit * (w - 0.5 + np.sqrt(w * w - w + 1 / 3))


# Poisson equation integrated for y = E^2/2, starting from E(0) = 0
def integrate_layer(J, L, vs, dense=False):
    def rhs(x, state):
        E = np.sqrt(2 * max(state[0], 0.0))
        return [J / eps * max(1 / mobility, E / vs), E]
    return solve_ivp(rhs, (0, L), [0.0, 0.0], rtol=1e-8,
                     atol=[1e-3, 1e-9], max_step=L / 20,
                     dense_output=dense)


def shooting_current(V, L, vs=vsat):
    scale = mott_gurney(V, L)
    if np.isfinite(vs):
        scale = min(scale, saturated_law(V, L))
    return brentq(lambda J: integrate_layer(J, L, vs).y[1, -1] - V,
                  0.2 * scale, 1.2 * scale, rtol=1e-9)


# Saturated carriers as discrete charge sheets, with and without donors
donors = 1e13                                # cm^-3
sheets = 4000
positions = (np.arange(sheets) + 0.5) * length / sheets
for background in (0.0, donors):
    J_try = saturated_law(v_high, length) + charge * vsat * background
    sheet = (J_try / vsat - charge * background) * length / sheets
    V_sum = np.sum(sheet / eps * (length - positions))
    assert abs(V_sum / v_high - 1) < 1e-6

# Mott-Gurney current, anode field and transit time
J_mg_num = shooting_current(v_high, length, np.inf)
assert abs(J_mg_num / mott_gurney(v_high, length) - 1) < 1e-5
layer = integrate_layer(J_mg_num, length, np.inf, True)
mg_charge_ratio = np.sqrt(2 * layer.y[0, -1]) * length / v_high
assert abs(mg_charge_ratio - 1.5) < 1e-4
mg_transit = quad(lambda s: 2 * s * length / (mobility * np.sqrt(
    2 * max(layer.sol(s * s * length)[0], 1e-30))), 0, 1)[0]
assert abs(mg_transit * 3 * mobility * v_high / (4 * length**2) - 1) < 1e-3

# Two-piece law: low, crossing and high voltage
v_cross = brentq(lambda V: mott_gurney(V, length)
                 - saturated_law(V, length), 1, 100)
assert abs(v_cross / (16 / 9 * field_c * length) - 1) < 1e-8
for V in (v_low, v_cross, v_high):
    assert abs(shooting_current(V, length) / two_piece(V, length) - 1) < 1e-5
# Formal high-voltage limit, including the voltage offset
for w in (60.0, 600.0):
    V = w * field_c * length
    ratio = shooting_current(V, length) / saturated_law(V, length)
    assert abs(ratio - (1 - 1 / (2 * w))) < 0.1 / w**2 + 1e-6


# Logarithmic slopes from the numerical solution
def log_slopes(V):
    h = 0.01
    sv = np.log(shooting_current(V * np.exp(h), length)
                / shooting_current(V * np.exp(-h), length)) / (2 * h)
    sl = np.log(shooting_current(V, length * np.exp(h))
                / shooting_current(V, length * np.exp(-h))) / (2 * h)
    return sv, sl


slope_V, slope_L = log_slopes(v_high)
assert abs(slope_L + 1 + slope_V) < 1e-3

# Upper bounds for random velocity curves (field in Ec, velocity in vs)
rng = np.random.default_rng(4)
for trial in range(400):
    top = rng.uniform(0.3, 20)
    F = (np.arange(2000) + 0.5) * top / 2000
    knots = rng.uniform(0, 1, 12)**rng.uniform(0.02, 2)
    g = np.minimum(F, 1) * np.interp(F, np.linspace(0, top, 12), knots)
    A, B = np.sum(g) * top / 2000, np.sum(F * g) * top / 2000
    assert A**2 / (2 * B) <= 1 + 1e-4
    assert A**3 / B**2 <= 9 / 8 + 1e-4


def sharp(F):
    return min(F, 1.0)


def gradual(F):                              # ordinary mobility for F < 0
    return F / (1 + F) if F > 0 else F


# Drift only, any velocity curve: scaled current and anode field
def drift_current(w, speed):
    def moments(u):
        pts = [1.0] if u > 1 else None
        return (quad(speed, 0, u, points=pts)[0],
                quad(lambda F: F * speed(F), 0, u, points=pts)[0])

    def mismatch(u):
        A, B = moments(u)
        return B / A - w
    u = brentq(mismatch, w, 2.02 * w)
    return moments(u)[0], u


# Drift and diffusion, integrated from anode to a dense cathode contact.
# d = (kT/e)/(Ec*L); density unit eps*Ec/(e*L); voltage is quasi-Fermi.
def diffusive_current(w, d, speed, contact):
    log_contact = np.log(contact)

    def shoot(logs):
        j, u = np.exp(logs)
        start = np.log(j / speed(u))

        def rhs(s, state):
            N = np.exp(min(state[1], log_contact + 2))
            return [-N, (j / N - speed(state[0])) / d, state[0]]

        def reached(s, state):
            return state[1] - log_contact
        reached.terminal = True
        sol = solve_ivp(rhs, (0, 3), [u, start, 0.0], method="LSODA",
                        rtol=1e-8, atol=1e-10, events=reached)
        return [sol.t[-1] - 1,
                (sol.y[2, -1] + d * (log_contact - start)) / w - 1]
    guess = np.log(drift_current(w, speed))
    root, info, flag, message = fsolve(shoot, guess, epsfcn=1e-9,
                                       xtol=1e-7, full_output=True)
    assert np.max(np.abs(shoot(root))) < 1e-5, message
    return np.exp(root[0])


J_unit = eps * vsat * field_c / length
w_high, w_low = (V / (field_c * length) for V in (v_high, v_low))
thermal = const.k * temperature / charge
d = thermal / (field_c * length)
contact_density = 1e18
contact = contact_density * charge * length / (eps * field_c)
J_sharp = drift_current(w_high, sharp)[0] * J_unit
assert abs(J_sharp / two_piece(v_high, length) - 1) < 1e-6
J_grad = drift_current(w_high, gradual)[0] * J_unit
J_diff = diffusive_current(w_high, d, sharp, contact) * J_unit
J_both = diffusive_current(w_high, d, gradual, contact) * J_unit
J_diff_low = diffusive_current(w_low, d, sharp, contact) * J_unit
J_tiny = diffusive_current(w_high, d / 100, sharp, contact) * J_unit
J_dense = diffusive_current(w_high, d, sharp, 10 * contact) * J_unit
assert abs(J_tiny / J_sharp - 1) < 0.006     # residual diffusion remains
assert abs(J_dense / J_diff - 1) < 0.005     # contact density drops out

# Other neglected effects; material coefficients are rough inputs
ion_prefactor, ion_field = 7e5, 1.2e6        # 1/cm, V/cm
heat_capacity, pulse, relaxation = 1.7, 1e-7, 3e-13


def ionization(V):
    def rate(s):
        return ion_prefactor * np.exp(-ion_field * length / (2 * V * s))
    return length * quad(rate, 1e-4, 1)[0]


v_ion = brentq(lambda V: ionization(V) - 0.1, 20, 200)
J_sat = saturated_law(v_high, length)
J_mg = mott_gurney(v_high, length)
J_two = two_piece(v_high, length)
J_mg_low = mott_gurney(v_low, length)
heating = J_two * v_high * pulse / (heat_capacity * length)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Dielectric constant", kappa)
show("Mobility", mobility, "cm2/Vs")
show("Saturated velocity", vsat, "cm/s")
show("Length", length * 1e4, "um")
show("High voltage", v_high, "V")
show("Low voltage", v_low, "V")
show("Temperature", temperature, "K")
show("Critical field Ec", field_c / 1e3, "kV/cm")
show("Ec*L", field_c * length, "V")
show("Mobility law exact up to", 2 / 3 * field_c * length, "V")
show("Crossing voltage of the two laws", v_cross, "V")
show("Saturated law, 30 V", J_sat, "A/cm2")
show("Same in Gaussian", J_sat * STATAMP_PER_AMP, "statA/cm2")
show("Mott-Gurney, 30 V", J_mg, "A/cm2")
show("Ratio Mott-Gurney/saturated, 30 V", J_mg / J_sat)
show("Two-piece, 30 V", J_two, "A/cm2")
show("Two-piece/saturated, 30 V", J_two / J_sat)
show("Offset voltage Ec*L/2", field_c * length / 2, "V")
show("Mott-Gurney, 2 V", J_mg_low, "A/cm2")
show("Saturated law, 2 V", saturated_law(v_low, length), "A/cm2")
show("Two-piece, crossing voltage", two_piece(v_cross, length), "A/cm2")
show("Both laws, crossing voltage", saturated_law(v_cross, length), "A/cm2")
show("Two-piece, 15 V, 5 um", two_piece(v_high / 2, length), "A/cm2")
show("Two-piece, 30 V, 10 um", two_piece(v_high, 2 * length), "A/cm2")
show("Two-piece log slope in V, 30 V", slope_V)
show("Two-piece log slope in L, 30 V", slope_L)
show("Saturated-law density, 30 V", J_sat / (charge * vsat), "cm^-3")
show("Saturated-law anode field, 30 V", 2 * v_high / length / 1e3, "kV/cm")
show("Saturated transit time", length / vsat * 1e12, "ps")
show("Mott-Gurney transit time, 30 V", mg_transit * 1e12, "ps")
show("Mott-Gurney Q/(CV), numerical", mg_charge_ratio)
show("Gradual saturation, 30 V", J_grad, "A/cm2")
show("Gradual/saturated law, 30 V", J_grad / J_sat)
show("Thermal voltage", thermal * 1e3, "mV")
show("Contact density", contact_density, "cm^-3")
show("Two-piece with diffusion, 30 V", J_diff, "A/cm2")
show("Change by diffusion, 30 V", 100 * (J_diff / J_two - 1), "%", 3)
show("Gradual with diffusion, 30 V", J_both, "A/cm2")
show("Gradual with diffusion/saturated law", J_both / J_sat)
show("Two-piece with diffusion, 2 V", J_diff_low, "A/cm2")
show("Change by diffusion, 2 V", 100 * (J_diff_low / J_mg_low - 1), "%", 3)
show("Residual donors", donors, "cm^-3")
show("Donor current, saturated", charge * vsat * donors, "A/cm2", 3)
show("Ohmic donor current, 2 V",
     charge * mobility * donors * v_low / length, "A/cm2", 3)
show("Ionization prefactor (rough)", ion_prefactor, "1/cm")
show("Ionization field (rough)", ion_field / 1e6, "MV/cm")
show("Ionizations per electron, 30 V", ionization(v_high), "", 2)
show("Voltage for 0.1 ionization", v_ion, "V", 2)
show("Heat capacity (rough)", heat_capacity, "J/(cm3 K)")
show("Pulse length", pulse * 1e9, "ns")
show("Mean pulse heating, no heat loss", heating, "K", 2)
show("Energy relaxation time (rough)", relaxation * 1e12, "ps")
show("Energy relaxation length", vsat * relaxation * 1e7, "nm", 2)
print("ALL CHECKS PASSED")
```

Output:

```
Dielectric constant: 12
Mobility: 1000 cm2/Vs
Saturated velocity: 1e+07 cm/s
Length: 5 um
High voltage: 30 V
Low voltage: 2 V
Temperature: 300 K
Critical field Ec: 10 kV/cm
Ec*L: 5 V
Mobility law exact up to: 3.333 V
Crossing voltage of the two laws: 8.889 V
Saturated law, 30 V: 2550 A/cm2
Same in Gaussian: 7.645e+12 statA/cm2
Mott-Gurney, 30 V: 8606 A/cm2
Ratio Mott-Gurney/saturated, 30 V: 3.375
Two-piece, 30 V: 2339 A/cm2
Two-piece/saturated, 30 V: 0.9173
Offset voltage Ec*L/2: 2.5 V
Mott-Gurney, 2 V: 38.25 A/cm2
Saturated law, 2 V: 170 A/cm2
Two-piece, crossing voltage: 549.9 A/cm2
Both laws, crossing voltage: 755.6 A/cm2
Two-piece, 15 V, 5 um: 1066 A/cm2
Two-piece, 30 V, 10 um: 533 A/cm2
Two-piece log slope in V, 30 V: 1.089
Two-piece log slope in L, 30 V: -2.089
Saturated-law density, 30 V: 1.592e+15 cm^-3
Saturated-law anode field, 30 V: 120 kV/cm
Saturated transit time: 50 ps
Mott-Gurney transit time, 30 V: 11.11 ps
Mott-Gurney Q/(CV), numerical: 1.5
Gradual saturation, 30 V: 1771 A/cm2
Gradual/saturated law, 30 V: 0.6944
Thermal voltage: 25.85 mV
Contact density: 1e+18 cm^-3
Two-piece with diffusion, 30 V: 2500 A/cm2
Change by diffusion, 30 V: 6.87 %
Gradual with diffusion, 30 V: 1917 A/cm2
Gradual with diffusion/saturated law: 0.7517
Two-piece with diffusion, 2 V: 52.24 A/cm2
Change by diffusion, 2 V: 36.6 %
Residual donors: 1e+13 cm^-3
Donor current, saturated: 16 A/cm2
Ohmic donor current, 2 V: 6.41 A/cm2
Ionization prefactor (rough): 7e+05 1/cm
Ionization field (rough): 1.2 MV/cm
Ionizations per electron, 30 V: 0.0013
Voltage for 0.1 ionization: 49 V
Heat capacity (rough): 1.7 J/(cm3 K)
Pulse length: 100 ns
Mean pulse heating, no heat loss: 8.3 K
Energy relaxation time (rough): 0.3 ps
Energy relaxation length: 30 nm
ALL CHECKS PASSED
```
